# Line-Strength Ratios of s–p and p–d Doublets from Reduced Matrix Elements: test program

```python
"""
Result under test: with a common radial integral, dipole line strengths obey
  s1/2-p1/2 : s1/2-p3/2 = 1:2
  p1/2-d3/2 : p3/2-d3/2 : p3/2-d5/2 = 5:1:9
and the strengths summed over all lines of one level are proportional to 2j+1.

Symbols: l, j, m  orbital, total and magnetic quantum numbers of one electron
         C_q      sqrt(4 pi/3) Y_1q, the dipole angular operator (C_0 = cos theta)
         factor   squared reduced element |<l j||C^1||l' j'>|^2
         P, Q     large and small Dirac radial functions, kappa = (l-j)(2j+1)
         R        radial integral of r;  strength S = factor * R^2 (charge left out)
Angular factors come from quadrature and diagonalization of J^2, and are compared
with the hand-derived fractions. Dirac functions come from a matrix eigenproblem.
Atomic units inside; output in eV and angstrom.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import gamma, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_A = physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1.0 / fine_structure

# ---------- angular part: quadrature on the sphere ----------
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(24) / 24
COS, PHI = np.meshgrid(nodes, angles, indexing="ij")
WEIGHT = np.outer(weights, np.full(24, 2 * pi / 24))


@lru_cache(maxsize=None)
def harmonic(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, COS) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1) ** a * np.conj(y)


@lru_cache(maxsize=None)
def orbital_matrix(q, l, l2):
    """<l m|C_q|l2 m2>, with m running downward from l to -l."""
    op = sqrt(4 * pi / 3) * harmonic(1, q)
    return np.array([[np.sum(WEIGHT * np.conj(harmonic(l, m)) * op * harmonic(l2, m2))
                      for m2 in range(l2, -l2 - 1, -1)]
                     for m in range(l, -l - 1, -1)])


def momentum(j):
    m = np.arange(j, -j - 0.5, -1.0)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)


def total_momentum(l):
    """J_z and J^2 in the product basis of orbital l and spin 1/2."""
    parts = [np.kron(a, np.eye(2)) + np.kron(np.eye(2 * l + 1), s)
             for a, s in zip(momentum(l), momentum(0.5))]
    return parts[2], sum(p @ p for p in parts)


@lru_cache(maxsize=None)
def level_basis(l, j):
    values, vectors = np.linalg.eigh(total_momentum(l)[1])
    return vectors[:, np.abs(values - j * (j + 1)) < 1e-8]


def component_sum(q, l, j, l2, j2):
    op = np.kron(orbital_matrix(q, l, l2), np.eye(2))
    block = level_basis(l, j).conj().T @ op @ level_basis(l2, j2)
    return float(np.sum(np.abs(block) ** 2))


def angular_factor(l, j, l2, j2):
    return sum(component_sum(q, l, j, l2, j2) for q in (-1, 0, 1))


def spinor(l, j, m):
    """Spin-angle function from the closed coupling coefficients."""
    plus = sqrt((l + m + 0.5) / (2 * l + 1))
    minus = sqrt((l - m + 0.5) / (2 * l + 1))
    pair = (plus, minus) if j > l else (-minus, plus)
    vec = np.zeros(2 * (2 * l + 1))
    for spin, coef in enumerate(pair):
        ml = round(m - 0.5 + spin)
        if abs(ml) <= l:
            vec[2 * (l - ml) + spin] = coef
    return vec


def cos_amplitude(l, j, l2, j2, m):
    op = np.kron(orbital_matrix(0, l, l2), np.eye(2))
    return float((spinor(l, j, m) @ op @ spinor(l2, j2, m)).real)


def levels(l):
    return [0.5] if l == 0 else [l - 0.5, l + 0.5]


def name(l, j):
    return "spdf"[l] + f"{round(2 * j)}/2"


SP = [(0, 0.5, 1, 0.5), (0, 0.5, 1, 1.5)]
PD = [(1, 0.5, 2, 1.5), (1, 1.5, 2, 1.5), (1, 1.5, 2, 2.5)]
LINES = SP + PD


def label(line):
    return name(*line[:2]) + "-" + name(*line[2:])


# closed coupling coefficients really give eigenfunctions of J_z and J^2
for l in range(4):
    jz, j_squared = total_momentum(l)
    for j in levels(l):
        for m in np.arange(-j, j + 0.5):
            v = spinor(l, j, m)
            assert abs(v @ v - 1) < 1e-12
            assert np.allclose(jz @ v, m * v, atol=1e-12)
            assert np.allclose(j_squared @ v, j * (j + 1) * v, atol=1e-12)

# recursion for cos(theta) between spherical harmonics
for l in range(4):
    for m in range(-l, l + 1):
        value = orbital_matrix(0, l + 1, l)[l + 1 - m, l - m]
        formula = sqrt(((l + 1) ** 2 - m * m) / ((2 * l + 1) * (2 * l + 3)))
        assert abs(value - formula) < 1e-12

# hand-derived amplitudes against quadrature
hand = [(SP[0], 0.5, -1 / 3), (SP[1], 0.5, sqrt(2) / 3), (PD[0], 0.5, sqrt(2) / 3),
        (PD[1], 0.5, -1 / 15), (PD[1], 1.5, -1 / 5),
        (PD[2], 0.5, sqrt(6) / 5), (PD[2], 1.5, 2 / 5)]
print(f"fine-structure constant = {fine_structure:.9f}")
print(f"hartree = {HARTREE_EV:.6f} eV")
print(f"bohr radius = {BOHR_A:.8f} angstrom")
for line, m, expected in hand:
    got = cos_amplitude(*line, m)
    assert abs(got - expected) < 1e-12
    print(f"<cos theta> {label(line)} m={m}: {got:+.6f}, square {got**2:.6f}")

# squared reduced elements: full sum over q, m, m' from the J^2 eigenspaces
factors = np.array([angular_factor(*line) for line in LINES])
assert np.allclose(factors, [2 / 3, 4 / 3, 4 / 3, 4 / 15, 12 / 5], atol=1e-12)
assert angular_factor(1, 0.5, 2, 2.5) < 1e-20
for line, value in zip(LINES, factors):
    for q in (-1, 0, 1):
        assert abs(3 * component_sum(q, *line) - value) < 1e-12
    top = min(line[1], line[3])
    half_sum = sum(cos_amplitude(*line, m) ** 2 for m in np.arange(0.5, top + 0.5))
    assert abs(6 * half_sum - value) < 1e-12
    print(f"squared reduced element {label(line)} = {value:.6f}")
sp_ratio = factors[:2] / factors[0]
pd_ratio = factors[2:] / factors[3]
assert np.allclose(sp_ratio, [1, 2]) and np.allclose(pd_ratio, [5, 1, 9])
print("s-p ratio =", " : ".join(f"{v:.4f}" for v in sp_ratio))
print("p-d ratio =", " : ".join(f"{v:.4f}" for v in pd_ratio))

# scalar operator behind the sum rule, then the rule itself, both directions
for l in range(4):
    for l2 in (l - 1, l + 1):
        if l2 < 0:
            continue
        constant = max(l, l2) / (2 * l + 1)
        scalar = sum(orbital_matrix(q, l, l2) @ orbital_matrix(q, l, l2).conj().T
                     for q in (-1, 0, 1))
        assert np.allclose(scalar, constant * np.eye(2 * l + 1), atol=1e-12)
        for j in levels(l):
            total = sum(angular_factor(l, j, l2, j2) for j2 in levels(l2))
            assert abs(total - (2 * j + 1) * constant) < 1e-11

# closed factors for l -> l+1 that follow from the sum rule and |delta j| <= 1
for l in range(4):
    if l > 0:
        low = angular_factor(l, l - 0.5, l + 1, l + 0.5)
        assert abs(low - 2 * l * (l + 1) / (2 * l + 1)) < 1e-11
    mid = angular_factor(l, l + 0.5, l + 1, l + 0.5)
    high = angular_factor(l, l + 0.5, l + 1, l + 1.5)
    assert abs(mid - 2 * (l + 1) / ((2 * l + 1) * (2 * l + 3))) < 1e-11
    assert abs(high - 2 * (l + 1) * (l + 2) / (2 * l + 3)) < 1e-11
df = np.array([angular_factor(2, 1.5, 3, 2.5), angular_factor(2, 2.5, 3, 2.5),
               angular_factor(2, 2.5, 3, 3.5)])
assert np.allclose(df / df[1], [14, 1, 20])
print("d-f ratio =", " : ".join(f"{v:.4f}" for v in df / df[1]))

# small components (l replaced by 2j-l) carry the same angular amplitude
for l, j, l2, j2 in LINES:
    for m in np.arange(0.5, min(j, j2) + 0.5):
        small = cos_amplitude(round(2 * j - l), j, round(2 * j2 - l2), j2, m)
        assert abs(small - cos_amplitude(l, j, l2, j2, m)) < 1e-12


# ---------- radial part: Dirac-Coulomb functions ----------
def dirac_energy(Z, l, j, c):
    """Energy without rest energy for principal quantum number n = l+1."""
    k = j + 0.5
    g = sqrt(k * k - (Z / c) ** 2)
    x = Z / c / (l + 1 - k + g)
    return c * c * (1 / sqrt(1 + x * x) - 1)


def dirac_state(Z, l, j, c):
    """P and Q as r^(g+i) exp(-lam r) sums, from the radial Dirac matrix."""
    kappa = round((l - j) * (2 * j + 1))
    g = sqrt(kappa ** 2 - (Z / c) ** 2)
    nr = l + 1 - abs(kappa)
    lam = Z / sqrt((nr + g) ** 2 + (Z / c) ** 2)
    i = np.arange(nr + 1)
    power = 2 * g + i[:, None] + i[None, :]
    overlap = gamma(power + 1) / (2 * lam) ** (power + 1)
    inverse_r = gamma(power) / (2 * lam) ** power
    slope = (g + i)[None, :] * inverse_r - lam * overlap
    H = np.block([[-Z * inverse_r, c * (-slope + kappa * inverse_r)],
                  [c * (slope + kappa * inverse_r),
                   -Z * inverse_r - 2 * c * c * overlap]])
    metric = np.kron(np.eye(2), overlap)
    values, vectors = eigh((H + H.T) / 2, metric)
    exact = dirac_energy(Z, l, j, c)
    pick = int(np.argmin(np.abs(values - exact)))
    # rounding is relative to the rest energy c^2
    assert abs(values[pick] - exact) < 1e-12 * c * c
    p, s = vectors[:nr + 1, pick], vectors[nr + 1:, pick]
    # Coulomb virial theorem: energy without rest energy = -2 c^2 <Q|Q>
    assert abs(-2 * c * c * (s @ overlap @ s) / exact - 1) < 1e-5
    return g, lam, p, s


def radial_integral(a, b):
    ga, la, pa, qa = a
    gb, lb, pb, qb = b
    power = ga + gb + np.arange(len(pa))[:, None] + np.arange(len(pb))[None, :] + 2
    table = gamma(power) / (la + lb) ** power
    return abs(float(pa @ table @ pb + qa @ table @ qb))


def line_integrals(Z, c=LIGHT):
    return np.array([radial_integral(dirac_state(Z, l, j, c), dirac_state(Z, l2, j2, c))
                     for l, j, l2, j2 in LINES])


# nonrelativistic hydrogen integrals, checked by the Dirac result for ten times larger c
R_sp = 24 / sqrt(6) * (2 / 3) ** 5
R_pd = 2 * 720 / (81 * sqrt(180)) * (6 / 5) ** 7
R_nonrel = np.array([R_sp] * 2 + [R_pd] * 3)
assert np.allclose(line_integrals(1, 10 * LIGHT), R_nonrel, rtol=2e-6)
print(f"hydrogen radial integral 1s-2p = {R_sp * BOHR_A:.6f} angstrom")
print(f"hydrogen radial integral 2p-3d = {R_pd * BOHR_A:.6f} angstrom")
S_nonrel = factors * (R_nonrel * BOHR_A) ** 2
for line, value in zip(LINES, S_nonrel):
    print(f"hydrogen strength {label(line)} = {value:.6f} angstrom^2")


def level_sum(S, l, j):
    """Sum of the p-d strengths that involve the level (l, j)."""
    return sum(S[2 + i] for i, line in enumerate(PD) if (l, j) in (line[:2], line[2:]))


for l, j in [(1, 0.5), (1, 1.5), (2, 1.5), (2, 2.5)]:
    total = level_sum(S_nonrel, l, j)
    print(f"p-d sum at {name(l, j)} = {total:.6f}, per state {total/(2*j+1):.6f} angstrom^2")

photon = np.array([dirac_energy(1, l2, j2, LIGHT) - dirac_energy(1, l, j, LIGHT)
                   for l, j, l2, j2 in LINES]) * HARTREE_EV
for line, value in zip(LINES, photon):
    print(f"hydrogen photon energy {label(line)} = {value:.7f} eV")
spread = (photon[2:].max() / photon[2:].min()) ** 4 - 1
print(f"spread of (photon energy)^4 in the p-d lines = {spread:.3e}")

# Dirac strengths: light atom close to the ideal ratios, heavy ion visibly away
for Z in (1, 50):
    R = line_integrals(Z)
    S = factors * R ** 2
    if Z == 1:
        assert np.allclose(S[2:] / S[3], [5, 1, 9], rtol=3e-4)
        assert abs(S[1] / S[0] - 2) < 3e-4
    else:
        for line, value in zip(LINES, R):
            print(f"Z=50 radial integral {label(line)} = {value * BOHR_A:.7f} angstrom")
        sizes = []
        for j in (0.5, 1.5):
            state = dirac_state(Z, 1, j, LIGHT)
            sizes.append(radial_integral(state, state))
            print(f"Z=50 mean radius 2{name(1, j)} = {sizes[-1] * BOHR_A:.7f} angstrom")
        assert sizes[0] < sizes[1]
        assert abs(level_sum(S, 1, 1.5) / level_sum(S, 1, 0.5) - 2) > 1e-3
    print(f"Z={Z} Dirac s-p ratio = 1 : {S[1] / S[0]:.6f}")
    print(f"Z={Z} Dirac p-d ratio = {S[2]/S[3]:.6f} : 1 : {S[4]/S[3]:.6f}")
    print(f"Z={Z} sum ratio p3/2 to p1/2 = {level_sum(S, 1, 1.5)/level_sum(S, 1, 0.5):.6f}")
    print(f"Z={Z} sum ratio d5/2 to d3/2 = {level_sum(S, 2, 2.5)/level_sum(S, 2, 1.5):.6f}")


def departure(Z):
    R = line_integrals(Z)
    return (R[2] / R[3]) ** 2 - 1


growth = departure(10) / departure(5)
assert abs(growth - 4) < 0.1
print(f"departure of p1/2-d3/2 : p3/2-d3/2 from 5, Z=10 over Z=5 = {growth:.4f}")
print("every check passed")
```

It prints:

```
fine-structure constant = 0.007297353
hartree = 27.211386 eV
bohr radius = 0.52917721 angstrom
<cos theta> s1/2-p1/2 m=0.5: -0.333333, square 0.111111
<cos theta> s1/2-p3/2 m=0.5: +0.471405, square 0.222222
<cos theta> p1/2-d3/2 m=0.5: +0.471405, square 0.222222
<cos theta> p3/2-d3/2 m=0.5: -0.066667, square 0.004444
<cos theta> p3/2-d3/2 m=1.5: -0.200000, square 0.040000
<cos theta> p3/2-d5/2 m=0.5: +0.489898, square 0.240000
<cos theta> p3/2-d5/2 m=1.5: +0.400000, square 0.160000
squared reduced element s1/2-p1/2 = 0.666667
squared reduced element s1/2-p3/2 = 1.333333
squared reduced element p1/2-d3/2 = 1.333333
squared reduced element p3/2-d3/2 = 0.266667
squared reduced element p3/2-d5/2 = 2.400000
s-p ratio = 1.0000 : 2.0000
p-d ratio = 5.0000 : 1.0000 : 9.0000
d-f ratio = 14.0000 : 1.0000 : 20.0000
hydrogen radial integral 1s-2p = 0.682779 angstrom
hydrogen radial integral 2p-3d = 2.512529 angstrom
hydrogen strength s1/2-p1/2 = 0.310792 angstrom^2
hydrogen strength s1/2-p3/2 = 0.621584 angstrom^2
hydrogen strength p1/2-d3/2 = 8.417069 angstrom^2
hydrogen strength p3/2-d3/2 = 1.683414 angstrom^2
hydrogen strength p3/2-d5/2 = 15.150724 angstrom^2
p-d sum at p1/2 = 8.417069, per state 4.208535 angstrom^2
p-d sum at p3/2 = 16.834138, per state 4.208535 angstrom^2
p-d sum at d3/2 = 10.100483, per state 2.525121 angstrom^2
p-d sum at d5/2 = 15.150724, per state 2.525121 angstrom^2
hydrogen photon energy s1/2-p1/2 = 10.2043944 eV
hydrogen photon energy s1/2-p3/2 = 10.2044397 eV
hydrogen photon energy p1/2-d3/2 = 1.8897295 eV
hydrogen photon energy p3/2-d3/2 = 1.8896842 eV
hydrogen photon energy p3/2-d5/2 = 1.8896887 eV
spread of (photon energy)^4 in the p-d lines = 9.586e-05
Z=1 Dirac s-p ratio = 1 : 1.999996
Z=1 Dirac p-d ratio = 4.999797 : 1 : 9.000030
Z=1 sum ratio p3/2 to p1/2 = 2.000087
Z=1 sum ratio d5/2 to d3/2 = 1.500056
Z=50 radial integral s1/2-p1/2 = 0.0129931 angstrom
Z=50 radial integral s1/2-p3/2 = 0.0129643 angstrom
Z=50 radial integral p1/2-d3/2 = 0.0467043 angstrom
Z=50 radial integral p3/2-d3/2 = 0.0493400 angstrom
Z=50 radial integral p3/2-d5/2 = 0.0495511 angstrom
Z=50 mean radius 2p1/2 = 0.0497548 angstrom
Z=50 mean radius 2p3/2 = 0.0522073 angstrom
Z=50 Dirac s-p ratio = 1 : 1.991132
Z=50 Dirac p-d ratio = 4.480065 : 1 : 9.077180
Z=50 sum ratio p3/2 to p1/2 = 2.249338
Z=50 sum ratio d5/2 to d3/2 = 1.656400
departure of p1/2-d3/2 : p3/2-d3/2 from 5, Z=10 over Z=5 = 4.0029
every check passed
```
